# Path Expansion of the Green Function and the Graphical Interference Rule, part 1

(Sections cited here and not found follow in the second part.)

## 1. The cofactor, its paths and the transmission

A transport calculation on a conjugated molecule starts with a choice: on which two atoms the electrodes are attached, and whether a transmission zero must be expected at the Fermi level for that choice. If a zero is present, the conductance is set by whatever lifts or smears the zero (temperature, site energies, longer-range hoppings), so these must be modelled with care and the energy grid near the Fermi level must be fine. If neither a zero nor a molecular level lies near the Fermi level, the same details are corrections. One also has to know whether a zero found numerically is fixed by the bonding pattern, and so survives a change of bond lengths, or is an accident of equal hoppings. In a tight-binding model with one contact site per lead, both questions are decided by one determinant, a cofactor of \(E-H\), unless a molecular state at that energy vanishes on both contacts. The cofactor can be expanded in drawings on the molecular graph.

### 1.1 Model and notation

The molecule has \(N\) sites with one orthonormal orbital each. Its Hamiltonian \(H\) is a Hermitian \(N\times N\) matrix with site energies \(H_{kk}\) and hoppings \(H_{kl}\). The graph of the molecule has an edge \(k\)–\(l\) wherever \(H_{kl}\neq0\), \(k\neq l\). Electrons are independent (or \(H\) is a fixed mean-field Hamiltonian), transport is coherent, and spin gives a factor of two. Energies are in eV and conductances in siemens. Define

\[ A=E-H,\qquad D=\det A,\qquad G=A^{-1}, \tag{1} \]

so that \(A_{kk}=E-H_{kk}\) and \(A_{kl}=-H_{kl}\) for \(k\neq l\). For a set \(S\) of sites, \(D_S\) is the determinant of \(A\) with the rows and columns of \(S\) deleted. It is the determinant for the graph that remains when those sites are removed, and it is 1 if nothing remains. The electrodes touch two different sites \(i\neq j\).

### 1.2 The Green function as a cofactor

The Leibniz formula sums over all permutations \(\sigma\) of the sites:

\[ D=\sum_\sigma \operatorname{sgn}\sigma\prod_{k}A_{k\sigma(k)}. \tag{2} \]

Each term holds one factor from row \(j\), namely \(A_{j\sigma(j)}\). Grouping the terms by \(l=\sigma(j)\) gives

\[ D=\sum_l A_{jl}\,c_{jl},\qquad c_{jl}=\frac{\partial D}{\partial A_{jl}}=\sum_{\sigma(j)=l}\operatorname{sgn}\sigma\prod_{k\neq j}A_{k\sigma(k)}. \tag{3} \]

The numbers \(c_{jl}\) do not contain row \(j\). If row \(j\) is overwritten by a copy of row \(m\neq j\), they are unchanged, and (3) for the new matrix reads \(\sum_l A_{ml}c_{jl}\). A determinant with two equal rows is zero, because swapping these rows both changes its sign and leaves it unchanged. Hence \(\sum_l A_{ml}c_{jl}=D\,\delta_{mj}\), which says that the matrix with elements \(c_{jl}/D\) in row \(l\), column \(j\) is the inverse of \(A\). Setting \(l=i\),

\[ C_{ij}\equiv D\,G_{ij}=c_{ji}=\sum_{\sigma(j)=i}\operatorname{sgn}\sigma\prod_{k\neq j}A_{k\sigma(k)}. \tag{4} \]

The indices are crossed: \(G_{ij}\) belongs to the element \(A_{ji}\). To see that (4) is a signed minor, move row \(j\) to the top by \(j-1\) swaps of adjacent rows and column \(i\) to the left edge by \(i-1\) swaps of adjacent columns. The determinant acquires the sign \((-1)^{i+j}\), the element \(A_{ji}\) stands in the corner, and its coefficient is the determinant of what remains:

\[ C_{ij}=(-1)^{i+j}\det A^{[j|i]}, \tag{5} \]

where \(A^{[j|i]}\) lacks row \(j\) and column \(i\). The right sides of (4) and (5) are polynomials in \(E\) and define \(C_{ij}\) also where \(D=0\) and \(G\) does not exist. For \(l=j\) the permutations in (3) fix \(j\) and permute the other sites freely, so

\[ \partial D/\partial A_{jj}=D_j,\qquad G_{jj}=D_j/D. \tag{6} \]

### 1.3 Sum over self-avoiding paths

Every permutation splits uniquely into disjoint cycles, and its sign is the product of the signs of the cycles. A cycle of length \(l\) is a product of \(l-1\) transpositions and has sign \((-1)^{l-1}\).

In (4) the condition \(\sigma(j)=i\) puts \(i\) and \(j\) in one cycle. Start at \(p_0=i\), set \(p_1=\sigma(p_0)\), \(p_2=\sigma(p_1)\), and continue until \(p_m=j\) is reached; the next step returns to \(i\). The sites \(p_0,\dots,p_m\) are all different, since they are the members of a cycle. The cycle has length \(m+1\) and sign \((-1)^m\). Its rows contribute the factors \(A_{p_0p_1}\cdots A_{p_{m-1}p_m}\); the factor of row \(j\), which would close the cycle, is the one left out in (4). All \(m\) factors are off-diagonal, so each equals \(-H\), and

\[ (-1)^m\prod_{s=0}^{m-1}A_{p_sp_{s+1}}=(-1)^m(-1)^m\prod_{s=0}^{m-1}H_{p_sp_{s+1}}=\prod_{s=0}^{m-1}H_{p_sp_{s+1}}. \tag{7} \]

The product is nonzero when each consecutive pair is an edge. The sequence \(P=(p_0,\dots,p_m)\) is then a self-avoiding path on the graph from \(i\) to \(j\). With \(P\) fixed, the other cycles of \(\sigma\) form an arbitrary permutation \(\sigma'\) of the sites not on \(P\), and the sum of \(\operatorname{sgn}\sigma'\prod A_{k\sigma'(k)}\) over these is, by (2), the determinant \(D_P\) of the remaining graph. Therefore

\[ C_{ij}(E)=\sum_{P:\,i\to j}H_{ip_1}H_{p_1p_2}\cdots H_{p_{m-1}j}\;D_P(E). \tag{8} \]

No sign remains beyond those of the hoppings and of \(D_P\). For two sites, the single path gives \(C_{12}=H_{12}\), and direct inversion of the \(2\times2\) matrix gives \(G_{12}=-A_{12}/D=H_{12}/D\), in agreement.

Equation (8) is a finite sum, valid at every complex \(E\). It differs from the series \(G=\sum_n H^n/E^{n+1}\), which counts all walks, including those that retrace their steps, and converges for \(|E|\) larger than the largest eigenvalue modulus. In (8) the excursions off the path are contained in the ratio \(D_P/D\). Two mechanisms for \(C_{ij}=0\) can be read off. Several paths may cancel one another. Or each \(D_P\) may vanish by itself, which happens when the fragment left over by the path has an eigenvalue at \(E\). The second mechanism works with a single path: a side group with a level at \(E\) makes \(C_{ij}\) zero although there is no second route from \(i\) to \(j\). Section 1.6 states when this is also a zero of the transmission.

### 1.4 Diagrams

Expand each \(D_P\) by (2) and decompose into cycles again. A cycle of length one, a lone site \(k\), contributes \(A_{kk}=E-H_{kk}\). A cycle \(k_1\to k_2\to\dots\to k_l\to k_1\) with \(l\ge2\) contributes its sign times \(l\) off-diagonal factors:

\[ (-1)^{l-1}(-1)^l H_{k_1k_2}\cdots H_{k_lk_1}=-H_{k_1k_2}\cdots H_{k_lk_1}. \tag{9} \]

The sign is \(-1\) for each length \(l\geq2\). For \(l=2\) the loop runs along one edge and back; it is called a dimer and weighs \(-|H_{kl}|^2\). For \(l\ge3\) the loop is a ring of the graph, and its two directions are different permutations, with complex-conjugate weights. A diagram \(d\) is a self-avoiding path from \(i\) to \(j\) together with a set of disjoint directed loops and lone sites that covers each remaining site once. Then

\[ C_{ij}=\sum_d(-1)^{n_d}\prod_{\rm path}H\;\prod_{\rm loops}H\;\prod_{\rm lone}(E-H_{kk}), \tag{10} \]

with \(n_d\) the number of loops, dimers included. The determinants \(D\) and \(D_S\) have the same expansion without the path. Equations (8) and (10) were checked against matrix inversion for random complex Hermitian matrices at a complex energy; the numerical check gives the values used below.

From here on "uniform" means \(H_{kk}=0\) and \(H_{kl}=-t\) on each bond, \(t>0\). For a uniform open chain of \(n\) sites the graph has no ring, and the end site is either lone (weight \(E\), leaving \(n-1\) sites) or in a dimer with its neighbour (weight \(-t^2\), leaving \(n-2\)). The determinant \(K_n\) obeys \(K_n=EK_{n-1}-t^2K_{n-2}\) with \(K_0=1\), \(K_1=E\):

\[ K_2=E^2-t^2,\quad K_3=E^3-2t^2E,\quad K_4=E^4-3t^2E^2+t^4, \]
\[ K_5=E^5-4t^2E^3+3t^4E=E(E^2-t^2)(E^2-3t^2). \tag{11} \]

Take the uniform six-membered ring, the benzene graph, with sites 1 to 6. Between two sites there are two paths, one each way round. For the ortho pair, path 1-2 leaves a chain of four and the long path leaves nothing. For the meta pair, path 1-2-3 leaves the chain 4-5-6 and path 1-6-5-4-3 leaves site 2. For the para pair, each path has three bonds and leaves a chain of two. By (8) and (11),

\[ C_{12}=-tK_4+(-t)^5,\qquad C_{12}(0)=-2t^5, \tag{12} \]
\[ C_{13}=t^2K_3+t^4E=t^2E^3-t^4E=t^2E\,(E^2-t^2), \tag{13} \]
\[ C_{14}=2(-t)^3K_2=-2t^3(E^2-t^2),\qquad C_{14}(0)=2t^5. \tag{14} \]

The ring states \(e^{2\pi\mathrm{i}mk/6}\) have energies \(-2t\cos(2\pi m/6)\), that is \(\pm2t\) once and \(\pm t\) twice, so

\[ D=(E^2-t^2)^2(E^2-4t^2),\qquad D(0)=-4t^6. \tag{15} \]

The diagram count confirms \(D(0)\): two covers by three dimers weigh \((-t^2)^3\) each, and the two directed hexagons weigh \(-(-t)^6\) each, which sums to \(-4t^6\).

### 1.5 Transmission between two single-channel leads

Each lead is a semi-infinite chain with zero site energy. The left chain has sites \(n=0,-1,-2,\dots\) and hopping \(-t_L\), and its end site is joined to site \(i\) by a hopping \(-v_L\). The right chain has \(n=0,1,2,\dots\), hopping \(-t_R\), and is joined to \(j\) by \(-v_R\). A wave \(e^{\mathrm{i}qn}\) solves the bulk equation \(E\psi_n=-t_L(\psi_{n-1}+\psi_{n+1})\) when \(E=-2t_L\cos q_L\), and likewise on the right. For \(E\) inside both bands choose \(0<q<\pi\); the group velocity \(u=(2t_{L}/\hbar)\sin q_L\), in sites per second, is then positive. A wave sent in from the left has the form

\[ \psi_n=e^{\mathrm{i}q_Ln}+r\,e^{-\mathrm{i}q_Ln},\qquad \chi_n=\tau\,e^{\mathrm{i}q_Rn}, \tag{16} \]

with amplitudes \(\phi_k\) on the molecule. At the left end site the Schrödinger equation is \(E\psi_0=-t_L\psi_{-1}-v_L\phi_i\). The form (16), continued to \(n=1\), satisfies the bulk equation \(E\psi_0=-t_L\psi_{-1}-t_L\psi_1\). Subtracting gives \(t_L(e^{\mathrm{i}q_L}+re^{-\mathrm{i}q_L})=v_L\phi_i\). The same step on the right gives \(t_R\tau e^{-\mathrm{i}q_R}=v_R\phi_j\). Multiplying the first by \(e^{\mathrm{i}q_L}/t_L\) to isolate \(r\), and the second by \(e^{\mathrm{i}q_R}/t_R\),

\[ \psi_0=1+r=1-e^{2\mathrm{i}q_L}+\frac{v_L}{t_L}e^{\mathrm{i}q_L}\phi_i,\qquad \tau=\frac{v_R}{t_R}e^{\mathrm{i}q_R}\phi_j. \tag{17} \]

On the molecule, \((E-H)\phi=-v_L\psi_0\,e_i-v_R\tau\,e_j\), with \(e_k\) the unit vector of site \(k\). Insert (17) and move the terms proportional to \(\phi_i\) and \(\phi_j\) to the left:

\[ (E-H-\Sigma)\phi=-v_L(1-e^{2\mathrm{i}q_L})\,e_i,\qquad \Sigma=\Sigma_Le_ie_i^\dagger+\Sigma_Re_je_j^\dagger, \tag{18} \]
\[ \Sigma_L=-\frac{v_L^2}{t_L}e^{\mathrm{i}q_L}\equiv\Lambda_L-\tfrac{\mathrm{i}}{2}\Gamma_L,\qquad \Lambda_L=\frac{v_L^2E}{2t_L^2},\qquad \Gamma_L=\frac{2v_L^2}{t_L}\sin q_L, \tag{19} \]

and the same with \(L\to R\). The form of \(\Lambda_L\) uses \(\cos q_L=-E/2t_L\). Inside the band \(\Gamma>0\); at the band centre \(\Lambda=0\) and \(\Gamma=2v^2/t_L\). With \(\mathcal G=(E-H-\Sigma)^{-1}\), (18) gives \(\phi_j=-v_L(1-e^{2\mathrm{i}q_L})\mathcal G_{ji}\). Since \(|1-e^{2\mathrm{i}q}|=2\sin q\), (17) gives \(|\tau|^2=4v_L^2v_R^2\sin^2q_L\,|\mathcal G_{ji}|^2/t_R^2\). The transmission is the ratio of transmitted to incident current, \(|\tau|^2u_R/u_L\), and \(u_R/u_L=t_R\sin q_R/(t_L\sin q_L)\):

\[ \mathcal T=\frac{4v_L^2v_R^2\sin q_L\sin q_R}{t_Lt_R}|\mathcal G_{ji}|^2=\Gamma_L\Gamma_R|\mathcal G_{ji}|^2. \tag{20} \]

Apply (4) to the matrix \(A-\Sigma\), which differs from \(A\) in the elements \((i,i)\) and \((j,j)\). The minor in (5) lacks row \(j\) and column \(i\), so it contains neither element, and the same holds for the minor of \(C_{ji}\). In the language of (8), every path passes through \(i\) and \(j\), so neither is ever a lone site. The numerator of \(\mathcal G_{ji}\) is thus the cofactor \(C_{ji}\) of the isolated molecule. At real \(E\) the matrix \(A\) is Hermitian, so \(A^{[i|j]}=(A^{[j|i]})^\dagger\) and \(C_{ji}=C_{ij}^*\).

The denominator is \(\Delta=\det(A-\Sigma)\). By (3) a determinant is linear in each single element, and by (6) the slope for \(A_{ii}\) is the determinant without site \(i\). Shifting \(A_{ii}\) by \(-\Sigma_L\) turns \(D\) into \(D-\Sigma_LD_i\). Shifting \(A_{jj}\) by \(-\Sigma_R\) then turns \(D\) into \(D-\Sigma_RD_j\) and \(D_i\) into \(D_i-\Sigma_RD_{ij}\). Hence

\[ \Delta=D-\Sigma_LD_i-\Sigma_RD_j+\Sigma_L\Sigma_RD_{ij}, \tag{21} \]
\[ \mathcal T(E)=\Gamma_L\Gamma_R\,\frac{|C_{ij}(E)|^2}{|\Delta(E)|^2}. \tag{22} \]

No weak-coupling assumption enters (22). For \(D\ne0\) and small \(\Sigma\), \(\Delta\to D\) and \(\mathcal T\to\Gamma_L\Gamma_R|G_{ij}|^2\) at leading order in the coupling. The position of a zero does not depend on the coupling strength, because the numerator does not. The form (22) rests on each lead touching one site through one channel. If the end site of the left lead is joined to two sites \(i\) and \(i'\), both different from \(j\), by hoppings \(-v\) and \(-v'\), count that end site as part of the molecule and take it as the contact. By (8) the numerator becomes \(-(vC_{ij}+v'C_{i'j})\), so the zeros depend on the ratio \(v'/v\) but still not on the overall coupling strength.

### 1.6 When the denominator vanishes

From (22), \(\mathcal T=0\) is equivalent to \(C_{ij}=0\) provided \(\Delta\neq0\). The condition on \(\Delta\) has a direct meaning. Suppose \(\Delta=0\), so that \((E-H-\Sigma)\phi=0\) for some \(\phi\neq0\). Multiply by \(\phi^\dagger\). The term \(\phi^\dagger(E-H)\phi\) is real, the terms with \(\Lambda\) are real, and the imaginary part is

\[ \tfrac12\Gamma_L|\phi_i|^2+\tfrac12\Gamma_R|\phi_j|^2=0. \tag{23} \]

Both \(\Gamma\) are positive, so \(\phi_i=\phi_j=0\). Then \(\Sigma\phi=0\) and \(H\phi=E\phi\). Conversely, an eigenvector of \(H\) at \(E\) with \(\phi_i=\phi_j=0\) has \(\Sigma\phi=0\) and is a null vector of \(A-\Sigma\). Therefore

\[ \Delta(E)=0\iff H\text{ has an eigenvector at }E\text{ with }\phi_i=\phi_j=0. \tag{24} \]

Such a state is bound: it lies in the lead continuum but has no amplitude on the contacts. It forces \(C_{ij}=0\) as well. Deleting row \(j\) from \(A\phi=0\) removes one equation, and deleting column \(i\) together with the component \(\phi_i=0\) changes none of the others, so \(A^{[j|i]}\) has a nonzero null vector and (5) vanishes. At a bound state (22) reads \(0/0\), the zero of the cofactor carries no information on \(\mathcal T\), and the limit has to be taken after the common factor is cancelled.

The benzene ring at its degenerate level \(E=-t\) shows both possibilities. The eigenvectors are the combinations of \(e^{\pm\mathrm{i}\pi k/3}\), and the one that vanishes on site 1 is \(\phi_k=\sin[\pi(k-1)/3]\). It vanishes on site 4 but not on site 3. For the para pair it is bound. With \(D_1=D_4=K_5\) and \(D_{14}=K_2^2\), the factor \(E^2-t^2\) divides both (14) and (21). After division, the terms \(D\) and \(D_{14}\) still vanish at \(E=-t\), the numerator is \(-2t^3\), and the denominator is \(-(\Sigma_L+\Sigma_R)E(E^2-3t^2)=-2t^3(\Sigma_L+\Sigma_R)\). The limit is \(\mathcal T=\Gamma_L\Gamma_R/|\Sigma_L+\Sigma_R|^2\), which is not zero. For the meta pair no bound state exists: \(D=D_1=D_3=0\), but \(D_{13}=K_1K_3=-t^4\), so \(\Delta=-t^4\Sigma_L\Sigma_R\neq0\). Since (13) vanishes at \(E=-t\), the transmission is zero there, although \(G_{13}=t^2E/[(E^2-t^2)(E^2-4t^2)]\) has a pole at that energy. The object that decides is the cofactor together with (24), not the Green function of the isolated molecule.

## 2. The graphical rule, its limits and worked cases

The following is taken over from the first half. \(H\) is the Hermitian tight-binding matrix, \(D_S\) the determinant of \(E-H\) with the sites \(S\) removed, \(D\) the full determinant, and \(i\ne j\) the contact sites. The cofactor \(C_{ij}=DG_{ij}\) is the path sum (8) and the diagram sum (10), in which a loop or dimer weighs \(-\prod H\) and a lone site weighs \(E-H_{kk}\). The transmission is \(\mathcal T=\Gamma_L\Gamma_R|C_{ij}|^2/|\Delta|^2\) by (22), with \(\Delta=D-\Sigma_LD_i-\Sigma_RD_j+\Sigma_L\Sigma_RD_{ij}\) by (21) and \(\Sigma=\Lambda-\mathrm{i}\Gamma/2\). By (24), \(\Delta=0\) if and only if an eigenvector of \(H\) at \(E\) vanishes on both contacts. \(K_n\) are the chain determinants (11), and "uniform" means \(H_{kk}=0\), \(H_{kl}=-t\).

For energies inside both lead bands, the transmission has been shown to vanish exactly where the cofactor \(C_{ij}\) does, provided no eigenvector of \(H\) at that energy vanishes on both contacts. What remains is to turn the diagram sum for \(C_{ij}\) into a graphical rule at the Fermi level, and to test its converse, its limits and its response to site energies and longer hoppings.
